\section*{Quadratic free-energy error and the variational minimum in smearing schemes for metals, part 2}

Independent electrons in a metal at fixed number $N$ have their occupation step smoothed over an energy $\sigma$ ($k_B$ absorbed). What does removing the $\sigma^2$ error in the free energy $F$ cost?

Levels $\varepsilon_i$ carry weights $w_i>0$, and $x_i=(\mu-\varepsilon_i)/\sigma$. The real broadening $\tilde\delta$ has largest value $h$ and moments $M_k=\int t^k\tilde\delta\,dt$, $M_0=1$, $M_1=0$. Occupation and entropy are
\begin{equation}
f(x)=\int_{-\infty}^x\tilde\delta\,dt,\qquad s(x)=-\int_{-\infty}^x t\,\tilde\delta\,dt .
\end{equation}
$E=\sum_iw_i\varepsilon_if(x_i)$, $S=\sum_iw_is(x_i)$, $F=E-\sigma S$, and $\mu$ solves $N_\sigma\equiv\sum_iw_if(x_i)=N$. $E_0$ is $F$ at $\sigma=0$, $N_0(\varepsilon)$ counts states below $\varepsilon$, and $g,g',g''$ are the density of states and its derivatives at the unsmeared Fermi level $\varepsilon_F$.

With $G(u)=e^{-u^2}/\sqrt\pi$, the schemes are Fermi--Dirac (FD, $f=1/(1+e^{-x})$), Gaussian (GA, $\tilde\delta=G(x)$), Methfessel--Paxton (MP, $\tilde\delta=(\frac32-x^2)G(x)$) and Marzari--Vanderbilt (MV, $\tilde\delta=(1-\sqrt2u)G(u)$, $u=x-1/\sqrt2$).

Lemma 1: $f$ is nondecreasing if and only if $\tilde\delta\ge0$ almost everywhere; $ds/df=-x$ where $\tilde\delta$ is continuous and nonzero; $\int s\,dx=M_2$; and $\tilde\delta\ge0$ implies $s\ge0$.

(A) If $\tilde\delta\ge0$, then $M_2>0$; if $0\le\tilde\delta\le h$, then $M_2\ge1/(12h^2)$.

(B) If $\tilde\delta\ge0$, then $F\le E_0$ for every spectrum. For either sign, given sufficient moments and smooth $g>0$ near $\varepsilon_F$, $F-E_0=a_2\sigma^2+a_3\sigma^3+a_4\sigma^4+O(\sigma^5)$ with
\begin{equation}
a_2=-\frac{M_2g}{2},\quad a_3=\frac{M_3g'}{6},\quad a_4=-\frac{M_4g''}{24}+\frac{M_2^2g'^2}{8g}.
\label{series}
\end{equation}
Asymptotically,
\begin{equation}
E-E_0=\sum_k(1-k)a_k\sigma^k,\qquad \tfrac12(E+F)-E_0=\sum_k(1-\tfrac k2)a_k\sigma^k .
\label{weights}
\end{equation}

Still to prove:

(C) If $M_2=0$, then $f$ is not monotonic, $s<0$ somewhere, and there are $x_1<x_2$ with $f(x_1)=f(x_2)$ and $s(x_1)\ne s(x_2)$.

(D) For fixed levels with $\tilde\delta$ continuous near each $x_i$, $\tilde\delta_i\equiv\tilde\delta(x_i)\ne0$ and $\Sigma\equiv\sum_iw_i\tilde\delta_i\neq0$, $F$ is stationary under changes of occupation at fixed $N$, and the number of independent descending directions is $n_-$ if $\Sigma>0$ and $n_--1$ if $\Sigma<0$, where $n_-$ counts the levels with $\tilde\delta_i<0$.

Lemma 3: for such continuity and $\Sigma\ne0$, following one root $\mu$ at fixed $N$, $dF/d\lambda=\sum_iw_if_i\,d\varepsilon_i/d\lambda$, because changes $dx_i$ alter $F$ by $\mu\sum_iw_i\tilde\delta_i\,dx_i=\mu\,dN=0$.

The final table's gap entry has two levels, $w=1$, $N=1$; LP means linear program.

\section{Proof of (C)}

By (A), $M_2=0$ makes $\tilde\delta$ negative on a set of positive measure, so by Lemma 1 there are $a<b$ with $f(a)>f(b)$. If $f(a)>0$, choose $y$ with $\max(0,f(b))<y<f(a)$. Since $f$ is continuous, $f(-\infty)=0<y$ and $f(b)<y$, the largest interval around $a$ on which $f>y$ is bounded; at its ends $x_1,x_2$, $f=y$. If $f(a)\le0$, choose $f(b)<y<f(a)$; since $f(\infty)=1>y$, the largest interval around $b$ with $f<y$ is bounded. In both cases integration by parts gives
\begin{equation}
s(x_2)-s(x_1)=-\big[tf\big]_{x_1}^{x_2}+\int_{x_1}^{x_2}f\,dt=\int_{x_1}^{x_2}(f-y)\,dt ,
\label{area}
\end{equation}
because $[tf]=(x_2-x_1)y$. The integrand has one strict sign, so the entropies differ. Finally $\int s\,dx=0$, and $s\equiv0$ would need $x\tilde\delta=0$ almost everywhere, against $M_0=1$; the continuous $s$ therefore takes both signs. $\square$

\paragraph{Remark.} The multivaluedness used only the negative part of $\tilde\delta$. At a simple zero $x^*$ with $\tilde\delta'(x^*)=-c<0$, $f=f^*-\frac12cu^2+O(u^3)$ with $u=x-x^*$. For $y=f^*-D$ the ends are $\pm u_0$ with $u_0=\sqrt{2D/c}$, and (\ref{area}) gives $2u_0D-\frac13cu_0^3=\frac43D\sqrt{2D/c}$. The cubic term is odd and drops out, and the $O(u_0^2)$ shift of the ends, where the integrand vanishes, costs $O(u_0^5)$, so the relative correction is $O(D)$. The two branches meet in a cusp with the common slope $-x^*$.

\section{Proof of (D)}

Since $\tilde\delta$ is continuous near $x_i$ and $\tilde\delta_i\neq0$, $f$ has a local inverse, and near $x_i$ the entropy is a function of $f_i$ on that branch. Treat the $f_i$ as trial variables, with trial arguments $y_i$ defined by $f(y_i)=f_i$. Lemma 1 gives
\begin{equation*}
\frac{\partial F}{\partial f_i}=w_i(\varepsilon_i+\sigma y_i),\qquad\frac{\partial^2F}{\partial f_i^2}=w_i\sigma\frac{dy_i}{df_i}=\frac{w_i\sigma}{\tilde\delta(y_i)} .
\end{equation*}
At $y_i=x_i$ the gradient is $\mu w_i$, which vanishes on the plane $P$ of variations with $\sum_iw_i\eta_i=0$, $\eta_i=df_i$. The constraint is linear in the $f_i$, so the second variation is the form $Q(\eta,\eta')=\sigma\sum_iw_i\eta_i\eta_i'/\tilde\delta_i$ restricted to $P$. On the whole space $Q$ is diagonal with $n_-$ negative entries. Take the vector $v_i=\tilde\delta_i$. It is not in $P$, since $\sum_iw_iv_i=\Sigma\ne0$. For $\eta\in P$, $Q(v,\eta)=\sigma\sum_iw_i\eta_i=0$, and $Q(v,v)=\sigma\Sigma$. In a basis made of $v$ and a basis of $P$, $Q$ is block diagonal, and by Sylvester's law of inertia $n_-$ equals the number of negative directions in $P$ plus one if $\Sigma<0$. $\square$

The program tests this count by finite differences on 60 random four-level sets per scheme with equal weights. All sets are minima for FD and GA, against 5 for MP and 29 for MV.

\paragraph{Metals and exceptions.} $\Sigma=\sigma\,dN_\sigma/d\mu\approx\sigma g>0$ in a densely sampled metal whose density of states is smooth on the scale of $\sigma$, so there one level with $\tilde\delta_i<0$ already removes the minimum. A local minimum survives if $n_-=0$, or if $n_-=1$ and $\Sigma<0$: two MP levels at $x=1.6$ and $1.15$ have $\tilde\delta=-0.04623$ and $0.02669$, $\Sigma=-0.01955$, and form a minimum.

\paragraph{Global behaviour.} For one level at fixed $\mu$ let $\omega(y)=-\sigma[xf(y)+s(y)]$. Then $\omega'(y)=\sigma(y-x)\tilde\delta(y)$ and $\omega(y)-\omega(x)=\sigma\int_x^y(t-x)\tilde\delta\,dt$. For $\tilde\delta\ge0$ this is nonnegative on both sides of $x$; summed over levels at fixed $N$, it makes the physical point a global minimum of $F$. Every zero of $\tilde\delta$ is a further stationary point of $\omega$. For MP with $x>x^*$, $\omega''(x^*)=\sigma(x^*-x)(-c)>0$, so descent in $y$ from just below $x$ ends at the cusp, which is not the physical occupation.

\paragraph{Interaction.} In mean field, with a bounded kernel $K_{ij}$ entering the energy as $\frac12\sum_{ij}w_iw_jK_{ij}f_if_j$, a transfer $\eta=(q,-q)$ between two states of weight $w$ has curvature
\begin{equation}
\frac{d^2F}{dq^2}=w\sigma\Big(\frac1{\tilde\delta_1}+\frac1{\tilde\delta_2}\Big)+w^2(K_{11}+K_{22}-2K_{12}).
\label{kernel}
\end{equation}
A repulsive kernel can make this positive, but it scales as $w^2$ against $w$, so two levels with $\tilde\delta<0$ give a descending direction on a fine enough mesh.

\paragraph{Orbital rotation.} Mix two orbitals of a fixed Hamiltonian by an angle $\theta$ at fixed $f_1,f_2$. The entropy is unchanged, and the weights on the eigenstates become $f_1\cos^2\theta+f_2\sin^2\theta$ and $f_2\cos^2\theta+f_1\sin^2\theta$. Per unit $w$,
\begin{equation}
\Delta F=[(f_2-f_1)\varepsilon_1+(f_1-f_2)\varepsilon_2]\sin^2\theta=(f_1-f_2)(\varepsilon_2-\varepsilon_1)\sin^2\theta ,
\label{rot}
\end{equation}
which is negative when the lower level is the less occupied.

\section{Worked example}

The model is a spin-degenerate chain, $\varepsilon=-2t\cos k$, with round parameters $t=1$ eV, $N=2/3$ per site, $\sigma=0.1$ eV (1160 K for FD) and 6000 $k$-points; energies are per site, and the digits refer to the model. From $N=2k_F/\pi$, $k_F=\pi/3$ and $\varepsilon_F=-1$ eV, and $E_0=-(4t/\pi)\sin k_F=-1.102658$ eV. Differentiating $N_0=(2/\pi)\arccos(-\varepsilon/2t)$ gives $g=(2/\pi)(4t^2-\varepsilon^2)^{-1/2}=0.36755$ eV$^{-1}$, $g'=-0.12252$ eV$^{-2}$ and $g''=0.24504$ eV$^{-3}$.

For FD, $a_2=-3.28987\times0.36755/2=-0.60460$ eV$^{-1}$ and
\begin{equation*}
a_4=-\frac{45.45758\times0.24504}{24}+\frac{3.28987^2\times0.12252^2}{8\times0.36755}=-0.4089\ \mathrm{eV}^{-3},
\end{equation*}
so the series is $-6.0460-0.0409=-6.0869$ meV. For MP, $a_4=0.75\times0.24504/24=0.00766$ eV$^{-3}$. For MV, $a_3=(-0.70711)(-0.12252)/6=0.01444$ eV$^{-2}$ and $a_4=1.5\times0.24504/24=0.0153$ eV$^{-3}$, so the series is $0.01444+0.00153=0.01597$ meV. The table compares the series with the $k$ sums, in meV; $p$ is $\log_2$ of the ratio of $F-E_0$ at $\sigma=0.04$ and $0.02$ eV.

\begin{center}
\begin{tabular}{lrrrr}
 & $F-E_0$ & series & $E-E_0$ & $p$\\
FD & $-6.0919$ & $-6.0869$ & $6.1962$ & 2.001\\
GA & $-0.919524$ & $-0.919520$ & $0.920817$ & 2.000\\
MP & $0.000777$ & $0.000766$ & $-0.002353$ & 4.002\\
MV & $0.01621$ & $0.01597$ & $-0.03447$ & 3.032
\end{tabular}
\end{center}

In molar units $F-E_0$ is $-587.8$, $-88.7$, $0.075$ and $1.56$ J/mol. MP and MV lie above $E_0$, which (B) forbids to a nonnegative broadening, and their entropies are negative, $-3.13\times10^{-5}$ and $-5.07\times10^{-4}$.

For GA, $(E+F)/2-E_0=0.000647$ meV, close to $-a_4\sigma^4=0.000638$ meV. For FD the $k$ sum gives $0.0521$ meV, about 27\% above $-a_4\sigma^4=0.0409$ meV, although the series for $F-E_0$ misses by only $-0.0050$ meV, under 0.1\% of $F-E_0$. Equation (\ref{weights}) shows why omitted terms weigh more here. For even $\tilde\delta$ the omitted orders are $k=6,8,\dots$, with weights $1-\frac k2=-2,-3,\dots$, and they are measured against $a_4\sigma^4$ rather than $a_2\sigma^2$. Carrying the proof of (B) one even order further gives $a_6=-\frac{M_6g''''}{720}+\frac{M_2M_4g'g'''}{48g}-\frac{M_2^3g'^2g''}{16g^2}+\frac{M_2^3g'^4}{48g^3}$. With $M_6=31\pi^6/21$, $g'''=-14g/9$ and $g''''=5.630\,g$ (energies in eV) this is $-3.54$ eV$^{-5}$. Thus $a_6\sigma^6=-0.0035$ meV, about 70\% of the miss; it adds $0.0071$ meV and gives $0.0480$ meV, and about $0.004$ meV is left beyond sixth order. Higher orders do not sum to this remainder. For FD $M_k/k!\to2$, while the derivatives of $g$ grow factorially because of the band edge 1 eV below $\varepsilon_F$, so the series diverges. At $\sigma=0.1$ eV the weighted terms for $k=8,10,12,14$ are $0.0027$, $0.0018$, $0.0019$ and $0.0028$ meV, and the partial sums $0.0507$, $0.0526$, $0.0545$, $0.0573$ meV pass the $k$ sum at tenth order and keep growing. The expansion fixes this quantity only to about its smallest term, $0.002$ meV. At $\sigma=0.02$ eV the program tests agreement with $-a_4\sigma^4$ to 2\% of that value.

Only the states with $|\varepsilon-\mu|<x^*\sigma$ have $\tilde\delta>0$ under MP. Out of two states per site their share is, to leading order, $0.36755\times2\times1.22474\times0.1/2=0.0450$, which agrees with the counted share $0.9550$ with $\tilde\delta<0$. For MV the counted share is $0.3067$. By (D), the solution is a saddle point in both cases.

The maxima of $f$ are $1.03546$ (MP) and $1.08332$ (MV). For MP the occupation $1.02$ occurs at $x_1=0.95647$ and $x_2=1.66715$, with $s_2-s_1=-0.03992+0.04688=0.00696$, equal to the area in (\ref{area}). For MV, $x_1=0.97833$, $x_2=2.28953$ and $s_2-s_1=-0.05161+0.10053=0.04892$. Very near the maximum, the ratio of the branch gap to the cusp law is $1.00004$ (MP, $c=0.30836$) and $1.00001$ (MV, $c=0.48394$).

Take two MP levels at $\varepsilon-\mu=-0.18$ and $-0.15$ eV, with $f=1.01443$, $1.02765$ and $\tilde\delta=-0.03845$, $-0.04460$. Here $n_-=2$ and $\Sigma<0$, so the single allowed direction descends. Without kernel, (\ref{kernel}) gives $0.1\times(-26.01-22.42)=-4.843$ eV. Direct evaluation at $q=\pm0.001$ lowers $F$ by $2.397$ and $2.449$ $\mu$eV, a curvature of $-4.846$ eV; the two values differ because terms odd in $q$ survive from the cubic order on. With $K_{ij}=U\delta_{ij}$, $U=5$ eV and the same mean-field levels, $w=1$ gives $-4.843+10=5.157$ eV, a minimum along $q$, and $w=0.1$ gives $-0.4843+0.1=-0.3843$ eV, a descent. A rotation by $0.3$ rad gives, from (\ref{rot}), $(-0.01322)(0.03\ \mathrm{eV})\sin^20.3=-34.6$ $\mu$eV.

Lemma 3 is tested with $\varepsilon\to\varepsilon+\lambda\cos2k$ at $\sigma=0.3$ eV. For MP the finite difference $dF/d\lambda$ and $\sum_iw_if_i\cos2k_i$ are both $0.276037$, while $dE/d\lambda=0.274238$; for MV both are $0.279032$, with $dE/d\lambda=0.265032$. Forces are thus consistent with $F$ at the saddle point defined by $f_i=f(x_i)$. Lowering $F$ in the trial arguments $y_i$ leads away from these occupations. If some $y_i$ end at zeros of $\tilde\delta$ while the others keep $y_i=x_i$, the argument of Lemma 3 still holds, provided $\sum_iw_i\tilde\delta_i\ne0$ over the other levels, since those at the zeros contribute nothing to the change of $F$ or of $N$; the force is again the derivative of the lowered $F$, but the occupations entering both are not the physical ones.

\section*{Table of computed values}
\begin{verbatim}
FD: M2=3.28987 M3=0.00000 M4=45.45758 h=0.25000 1/(12h^2)=1.33333 min d=0.00034 min s=0.00302
GA: M2=0.50000 M3=0.00000 M4=0.75000 h=0.56419 1/(12h^2)=0.26180 min d=0.00000 min s=0.00000
MP: M2=0.00000 M3=0.00000 M4=-0.75000 h=0.84628 1/(12h^2)=0.11636 min d=-0.04631 min s=-0.06294
MV: M2=0.00000 M3=-0.70711 M4=-1.50000 h=0.75417 1/(12h^2)=0.14651 min d=-0.09418 min s=-0.17110
LP min M2 for 0<=d<=0.5: 0.333333
chain: t=1.0 eV N=0.66667/site Nk=6000 sigma=0.1 eV (sigma/kB=1160 K)
eF=-1.00000 eV E0=-1.102658 eV g=0.36755/eV g'=-0.12252/eV^2 g''=0.24504/eV^3
FD: a2=-0.60460/eV a3=0.00000/eV^2 a4=-0.40886/eV^3 exponent=2.001
FD: mu=-0.994211 eV F-E0=-6.091913 meV series=-6.086884 meV
FD: E-E0=6.196168 meV S=1.2288e-01 F-E0=-587.7803 J/mol
FD: (E+F)/2-E0=0.052128 meV
GA: a2=-0.09189/eV a3=0.00000/eV^2 a4=-0.00638/eV^3 exponent=2.000
GA: mu=-0.999163 eV F-E0=-0.919524 meV series=-0.919520 meV
GA: E-E0=0.920817 meV S=1.8403e-02 F-E0=-88.7206 J/mol
GA: (E+F)/2-E0=0.000647 meV
MP: a2=0.00000/eV a3=0.00000/eV^2 a4=0.00766/eV^3 exponent=4.002
MP: mu=-1.000005 eV F-E0=0.000777 meV series=0.000766 meV
MP: E-E0=-0.002353 meV S=-3.1297e-05 F-E0=0.0749 J/mol
MP sigma=0.3 eV: dF/dlam=0.276037 HF=0.276037 dE/dlam=0.274238
MV: a2=0.00000/eV a3=0.01444/eV^2 a4=0.01531/eV^3 exponent=3.032
MV: mu=-1.000091 eV F-E0=0.016209 meV series=0.015970 meV
MV: E-E0=-0.034470 meV S=-5.0678e-04 F-E0=1.5639 J/mol
MV sigma=0.3 eV: dF/dlam=0.279032 HF=0.279032 dE/dlam=0.265032
gap 1 eV, FD: F-E0=-1.34307 meV (0.1 eV), -0.00454 meV (0.05 eV), ratio=295.8
MP: x*=1.22474 f max=1.03546 c=0.30836 cusp ratio=1.00004 share d<0 in chain=0.9550
MP: f=1.02 x1=0.95647 x2=1.66715 s1=-0.04688 s2=-0.03992 area=0.00696
MV: x*=1.41421 f max=1.08332 c=0.48394 cusp ratio=1.00001 share d<0 in chain=0.3067
MV: f=1.02 x1=0.97833 x2=2.28953 s1=-0.10053 s2=-0.05161 area=0.04892
FD: minima among 60 random 4-level sets: 60
GA: minima among 60 random 4-level sets: 60
MP: minima among 60 random 4-level sets: 5
MV: minima among 60 random 4-level sets: 29
MP exception x=1.6,1.15: d=-0.04623,0.02669 sum=-0.01955 (minimum)
MP pair: eps-mu=-0.18,-0.15 eV f=1.01443,1.02765 d=-0.03845,-0.04460
w=1 U=0 eV: curvature=-4.8463 eV formula=-4.8432 eV dF(+-0.001)=-2.397,-2.449 ueV
w=1 U=5 eV: curvature=5.1537 eV formula=5.1568 eV dF(+-0.001)=2.603,2.551 ueV
w=0.1 U=5 eV: curvature=-0.3846 eV formula=-0.3843 eV dF(+-0.001)=-0.190,-0.195 ueV
rotation theta=0.3 rad: dF=-34.636 ueV
\end{verbatim}
